\section*{Removing spurious valleys from a massive Dirac grid with a Wilson term}

\section{Result}

One valley of a two-dimensional channel material is described here by
\begin{equation}
H=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z+V(\mathbf r),\qquad m>0 .
\label{eq:H}
\end{equation}
Atomic units are used in the algebra. The energy $m$ is half the gap, $v$ is the Dirac velocity, and $\sigma_i$ act on the two band-edge orbitals. On a square grid of spacing $a$, set $T=v/a$. Central differences turn the single valley into four valleys with the same gap. The cure is to use
\begin{equation}
\begin{aligned}
H_a&=t(\sin q_x\,\sigma_x+\sin q_y\,\sigma_y)+M\sigma_z,\\
M&=m+w(2-\cos q_x-\cos q_y),
\end{aligned}
\label{eq:Ha}
\end{equation}
with $q_i=k_ia$, $w>0$ and
\begin{equation}
t=\sqrt{T^2-mw},\qquad mw<T^2 .
\label{eq:t}
\end{equation}
The copies then have band edges at $m+2w$ (two of them) and $m+4w$, while the gap and band mass at $\Gamma$ ($\mathbf q=0$) are exact. The price is a Berry curvature at $\Gamma$ that is too small by the factor $1-\delta$, where
\begin{equation}
\delta=mw/T^2 .
\label{eq:delta}
\end{equation}
Without the compensation, that is with $t=T$, the curvature is right and the band mass is too small by the factor $1/(1+\delta)$.

\section{Where the copies come from}

The central difference $[\psi(x+a)-\psi(x-a)]/(2a)$ acting on $e^{ikx}$ gives $i\sin(ka)/a$, so $k$ is replaced by $\sin(ka)/a$. This vanishes at $ka=0$ and also at $ka=\pi$. In two dimensions there are four zeros, at the corners $(0,0)$, $(\pi,0)$, $(0,\pi)$ and $(\pi,\pi)$ of the range $0\le q_i\le\pi$.

Put $q_x=\pi+p_x$ near $(\pi,0)$. Then $\sin q_x\simeq-p_x$, and the local Hamiltonian is $T(-p_x\sigma_x+q_y\sigma_y)+m\sigma_z$. Complex conjugation of the wave function reverses both momenta and changes the sign of $\sigma_y$. It therefore maps $p_x\sigma_x+q_y\sigma_y$ to $-p_x\sigma_x+q_y\sigma_y$, and leaves $m\sigma_z$ and a real potential unchanged. The copy has the same levels as the original and opposite chirality $\chi=-1$. The corner $(0,\pi)$ also has $\chi=-1$. At $(\pi,\pi)$ both signs change, which conjugation by $\sigma_z$ undoes, so $\chi=+1$. A smooth potential barely couples the four corners, and each bound level appears four times. Refining the grid moves the copies to larger $k$ but does not raise their energy.

\section{Wilson term and mass error}

The Wilson term is a second difference multiplied by $\sigma_z$. It vanishes at $\Gamma$ and is large where the wave alternates from site to site. Because the Pauli matrices anticommute, squaring (\ref{eq:Ha}) gives
\begin{equation}
E^2=t^2(\sin^2q_x+\sin^2q_y)+M^2 .
\label{eq:E}
\end{equation}
At the corners the sines vanish and $E=|M|$, which gives the edges $m$, $m+2w$, $m+2w$ and $m+4w$.

For the mass, expand each piece to fourth order:
\begin{align}
\sin^2q_i&=q_i^2-\tfrac13q_i^4+\dots,\\
M&=m+\tfrac w2q^2-\tfrac w{24}(q_x^4+q_y^4)+\dots,\\
M^2&=m^2+mwq^2-\tfrac{mw}{12}(q_x^4+q_y^4)+\tfrac{w^2}{4}q^4+\dots
\end{align}
Here $q^2=q_x^2+q_y^2$. The sum is
\begin{equation}
\begin{aligned}
E^2={}&m^2+(t^2+mw)q^2\\
&-\Big(\frac{t^2}{3}+\frac{mw}{12}\Big)(q_x^4+q_y^4)+\frac{w^2}{4}q^4+\dots
\end{aligned}
\label{eq:expand}
\end{equation}
Taking the root, $E\simeq m+(t^2+mw)a^2k^2/(2m)$. The inverse band mass is therefore
\begin{equation}
\frac1{m^*}=\frac{a^2(t^2+mw)}{m}.
\end{equation}
The continuum value is $v^2/m=a^2T^2/m$. With $t=T$ the ratio of the two is $1+\delta$: the Wilson term adds its own curvature to the band. Requiring $t^2+mw=T^2$ gives (\ref{eq:t}).

\section{What the compensation costs}

Define the Berry connection $\mathbf A=i\langle u|\nabla_k u\rangle$ and curvature $\Omega=\partial_xA_y-\partial_yA_x=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$. First-order perturbation theory for the lower state $|-\rangle$ gives
\begin{equation}
\Omega_-=-2\,\mathrm{Im}\frac{\langle-|\partial_xH|+\rangle\langle+|\partial_yH|-\rangle}{(E_+-E_-)^2}.
\end{equation}
At $\Gamma$ the states are the two basis orbitals, $E_+-E_-=2m$, $\partial_iH=ta\sigma_i$, and $\partial_iM=0$. The product of matrix elements is $t^2a^2\cdot1\cdot(-i)$, so
\begin{equation}
\Omega_-=\frac{t^2a^2}{2m^2}=\frac{v^2}{2m^2}\,\frac{t^2}{T^2},\qquad \Omega_+=-\Omega_- .
\end{equation}
Compensation makes $t^2/T^2=1-\delta$. An exact mass needs $t^2+mw=T^2$, and an exact curvature needs $t^2=T^2$. Both hold together in this scheme only for $w=0$, so $\delta$ has to be made small rather than hidden.

The curvature affects bound levels. In the conduction band the position operator becomes $\mathbf r+\mathbf A$, with $\mathbf A=\frac12\Omega_+\hat z\times\mathbf k$ near $\Gamma$. For $V\simeq\frac12Kr^2$ the part of the energy correction that depends on the sense of rotation is
\begin{equation}
\mathbf A\cdot\nabla V=\tfrac12K\Omega_+(\hat z\times\mathbf k)\cdot\mathbf r=-\tfrac12K\Omega_+\ell_z ,
\end{equation}
where $\ell_z=\hat z\cdot(\mathbf r\times\mathbf k)$. The change of the spinor with $\mathbf k$ also adds $\frac12K\sum_i|\langle-|\partial_i+\rangle|^2$, which equals $\frac12K|\Omega_+|$ at $\Gamma$. At leading order this shift is the same for all levels and drops out of the splitting. The two p-like levels, $\ell_z=\pm1$, split by $K|\Omega_+|$ at leading order. In a round well this splitting is a useful monitor, because a mass check alone cannot see the curvature error. In an elongated well the shape also splits the two levels and can hide part of that error.

\section{Choosing the Wilson energy}

\subsection{Removing every copy}

Lifting a copy is not the same as removing its valley. Let $x_i=1-\cos q_i$, so $0\le x_i\le2$ and $\sin^2q_i=2x_i-x_i^2$. Then
\begin{equation}
E^2=t^2\sum_i(2x_i-x_i^2)+\Big(m+w\sum_ix_i\Big)^2 .
\end{equation}
The second derivative in either $x_i$ is $2(w^2-t^2)$. For $w<t$ the function is concave in each variable, its minimum lies at a corner, and that corner is $\Gamma$. The slope is
\begin{equation}
\frac{\partial E^2}{\partial x_1}=2t^2(1-x_1)+2w\Big(m+w\sum_ix_i\Big).
\end{equation}
It falls with $x_1$ and rises with $x_2$, so it is smallest at $(x_1,x_2)=(2,0)$, the copy at $(\pi,0)$. There it is $-2t^2+2w(m+2w)$. Inserting $t^2=T^2-mw$, it reaches zero when $2w^2+2mw=T^2$, or
\begin{equation}
w_c=\tfrac12\big(\sqrt{m^2+2T^2}-m\big).
\label{eq:wc}
\end{equation}
At this value $t^2=2w_c^2+mw_c>w_c^2$, so the assumption $w<t$ holds. It then holds for all smaller $w$ too, since $t$ grows as $w$ falls. At $w_c$ the energy rises with both $x_i$ across the whole zone, and one valley is left. The copy at $(\pi,\pi)$ goes earlier: both slopes there are $-2t^2+2w(m+4w)$, which reaches zero when $4w^2+2mw=T^2$.

For a fine grid, $T\gg m$, $w_c\simeq T/\sqrt2$ and $\delta\simeq ma/(\sqrt2\,v)$, so the curvature error falls only linearly with $a$. For a coarse grid, $T\ll m$, $w_c\simeq T^2/(2m)$ and $\delta\to\frac12$.

\subsection{Clearing an energy window}

Often it is enough that the copies lie above the states of interest. For a window of height $S$ above the band edge take $w=S/2$. Then
\begin{equation}
\delta=\frac{mSa^2}{2v^2},
\end{equation}
which falls as $a^2$. For $w<w_c$ the two lower copies remain as valleys, but they start at $m+S$. This choice is used when $S/2\le w_c$, which by $2w^2+2mw\le T^2$ means
\begin{equation}
a\le\frac{v}{\sqrt{mS+S^2/2}} .
\label{eq:amax}
\end{equation}
The window is counted from the lowest value of $V$, since a copy also follows the potential downwards.

\section{Sign of the Wilson term}

The signs of $w$ and $m$ must agree. The gap of (\ref{eq:Ha}) can close only at a corner, where the sines vanish. Near a corner with chirality $\chi$ and mass $\mu$ the lower-band curvature is $\chi v^2\mu/[2(\mu^2+v^2k^2)^{3/2}]$, whose integral over $\mathbf k$ divided by $2\pi$ is $\frac12\chi\,\mathrm{sgn}\,\mu$. The Chern number $C$ thus changes by $\chi$ when $\mu$ passes from negative to positive. It is zero when $M$ has one sign everywhere, because the vector $(t\sin q_x,t\sin q_y,M)$ then never covers the full sphere of directions. Hence
\begin{equation}
C=\tfrac12[\mathrm{sgn}\,m-2\,\mathrm{sgn}(m+2w)+\mathrm{sgn}(m+4w)] .
\end{equation}
For $m,w>0$ this is zero. A negative $w$ can make it nonzero, and an open boundary then carries states inside the gap.

With $m,w>0$ an open edge of the grid adds no state inside the gap. This concerns the numerical boundary only and says nothing about the edge states of a real crystal. Consider a strip open in $y$, with $\mathcal S$ the one-site shift and $B=(\mathcal S-\mathcal S^T)/2$. At fixed $q_x$,
\begin{equation}
H=t\sin q_x\,\sigma_x+h,\qquad h=-itB\sigma_y+M\sigma_z .
\end{equation}
Since $\sigma_x$ anticommutes with $h$, $E^2=t^2\sin^2q_x+\varepsilon^2$, with $\varepsilon$ an eigenvalue of $h$. In the basis of $\sigma_x$, $h$ has only off-diagonal blocks $A=M+tB$ and $A^T$, so $|\varepsilon|$ is a singular value of the real matrix $A$. For a real unit vector $u$, $|Au|\ge u^TAu=u^TMu$, because $B$ is antisymmetric. On the strip $M=m+w(2-\cos q_x)-w(\mathcal S+\mathcal S^T)/2$, and the eigenvalues of $(\mathcal S+\mathcal S^T)/2$ do not exceed 1. Hence $|E|\ge m$.

Diagonalising a strip 40 sites wide at 41 momenta, with $m=0.8$ eV, $t=1.4$ eV and $w=0.6$ eV, gives a smallest $|E|$ of 0.808 eV. Reversing the sign of $w$ gives $C=1$ and a state at $2.6\times10^{-6}$ eV, in the middle of the gap.

\section{Algorithm and cost}

\begin{verbatim}
input  m > 0, v, V(r), window S, spacing a
T  = v/a
wc = (sqrt(m^2 + 2 T^2) - m)/2
w  = min(S/2, wc)
t  = sqrt(T^2 - m w)
delta = m w/T^2
report copy edge m + 2w, curvature factor 1 - delta
for each site n:
    H[n,n] = (m + 2w) sigma_z + V(n)
    for i in (x, y):
        H[n,n+i] = -(i_unit t/2) sigma_i - (w/2) sigma_z
        H[n+i,n] = Hermitian conjugate
find the eigenvalues just above the band edge
reduce a; repeat until levels and p splitting settle
\end{verbatim}

The on-site and hopping blocks follow from $2-\cos q_x-\cos q_y$ and $\sin q_i=(e^{iq_i}-e^{-iq_i})/(2i)$. On an $N\times N$ grid there are $2N^2$ unknowns and nine nonzero entries per row: one on the diagonal and two for each of four neighbours. Central differences alone need five. The range of the stencil is unchanged. Low conduction levels lie inside the spectrum, so shift-and-invert iteration suits them. With a nested-dissection ordering, its sparse factorisation takes of order $N^3$ operations and $N^2\log N$ storage.

The matrix is Hermitian as long as $mw<T^2$, which $w\le w_c$ guarantees. For time evolution by leapfrog, $\psi_{n+1}=\psi_{n-1}-2i\tau H\psi_n$, an eigenstate multiplied by $\lambda$ per step obeys $\lambda^2+2iE\tau\lambda-1=0$, so $\lambda=-iE\tau\pm\sqrt{1-E^2\tau^2}$. Both roots have modulus one for $|E|\tau<1$. From (\ref{eq:E}), a sufficient condition is
\begin{equation}
\tau\big[\sqrt{2t^2+(m+4w)^2}+\max|V|\big]<1 .
\end{equation}

\section{Worked example: wells in a monolayer}

Take a periodic array of gate-defined wells,
\begin{equation}
V=\frac{V_1}{2}\Big[2-\cos\frac{2\pi x}{L}-\cos\frac{2\pi y}{L}\Big],
\end{equation}
with $L=100$ \AA\ (10 nm) and $V_1=0.3$ eV. Let $m=0.8$ eV and $\hbar v=3.5$ eV\,\AA, which gives a band mass of 0.50 free-electron masses. States have zero superlattice momentum, and levels are measured from the band edge.

For $a=2.5$ \AA\ the grid is $40\times40$ and $T=3.5/2.5=1.4$ eV. The window $S=0.4$ eV gives $w=0.2$ eV, and
\begin{equation}
\begin{aligned}
\delta&=\frac{0.8\times0.2}{1.4^2}=0.0816,\\
t&=\sqrt{1.96-0.16}=1.342\ \text{eV}.
\end{aligned}
\end{equation}
The copies start at 1.2 and 1.6 eV, against 0.8 eV for the true valley. All four corners are still valleys, because $w$ is below both $w_c=0.668$ eV and the value 0.528 eV at which the copy at $(\pi,\pi)$ goes. Condition (\ref{eq:amax}) allows spacings up to $3.5/\sqrt{0.32+0.08}=5.5$ \AA. It only keeps the copies out of the window and does not make the levels inside it accurate: at 5 \AA\ the grid has 19 levels below $S$ against 15 in the continuum, while at 2.5 \AA\ the counts agree.

The reference is a plane-wave solution of (\ref{eq:H}), with momenta $2\pi(i,j)/L$ and $|i|,|j|\le8$. It uses $k$ itself and has no copies. The lowest levels are, in meV:
\begin{center}
\begin{tabular}{lccc}
 & s & p & p\\
continuum & 91.2 & 171.9 & 176.0\\
Wilson, $t=T$ & 93.8 & 176.1 & 180.1\\
Wilson, compensated & 90.3 & 170.0 & 173.6
\end{tabular}
\end{center}
Central differences give 90.4 meV four times, equal to rounding error, before the next level at 169.8 meV. The s level is accurate to 1 meV, but its multiplicity is wrong: near the band edge, a density of states or an electron count from this grid would be about four times too large.

The two Wilson grids differ by 3.47 meV in the s level. The continuum calculation with $v$ replaced by $v\sqrt{1+\delta}$, which divides the mass by $1+\delta$, moves by 3.47 meV as well. A harmonic well, whose levels scale as $1/\sqrt{m^*}$, would give $91.2(\sqrt{1.0816}-1)=3.6$ meV. The mass thus accounts for most of the difference between the grids. The comparison does not isolate it completely, since the larger $v$ also raises the curvature by the factor $1+\delta$, close to the factor $1/(1-\delta)$ between the grids.

\subsection{Refinement}

With $S$ held at 0.4 eV and compensated hopping, the error of the s level and the p splitting relative to the continuum are:
\begin{center}
\begin{tabular}{cccc}
$a$ (\AA) & $1-\delta$ & error (meV) & splitting ratio\\
5.00 & 0.673 & $-2.99$ & 0.620\\
2.50 & 0.918 & $-0.95$ & 0.902\\
1.67 & 0.964 & $-0.44$ & 0.956
\end{tabular}
\end{center}
The last two errors fall as $a^{1.9}$, near the second order expected when both $\delta$ and the leading quartic term of (\ref{eq:expand}), $-\frac13t^2(q_x^4+q_y^4)$, scale as $a^2$. Richardson extrapolation with the ratio $1.5$ of spacings leaves $-0.435+(-0.435+0.945)/(1.5^2-1)=-0.03$ meV. It needs no continuum reference, so on grids as fine as these it gives a practical error estimate. On coarser grids, where the error is not yet of second order, it can be clearly too small.

The splitting ratio follows $1-\delta$ but lies somewhat below it. The factor $1-\delta$ was derived only at $\Gamma$, and the remaining loss was not analysed. With $t=T$ at 2.5 \AA\ it is 0.970. Choosing $w=w_c=1.14$ eV at 1.67 \AA\ gives $1-\delta=0.794$ and a ratio of 0.780, much worse than the window choice on the same grid. For the p splitting in this example the window choice is therefore the better one; complete removal of the copies is an option when states at high energy matter.

The continuum splitting itself is 4.1 meV. The leading estimate, with $K=(V_1/2)(2\pi/L)^2$ and $|\Omega_+|=9.57$ \AA$^2$, is 5.7 meV. The curvature falls away from $\Gamma$ and the cosine well softens away from its centre; both lower the splitting, but their shares were not separated.

\subsection{The real material}

The gap, velocity and mass are rough values in the regime of monolayer MoS$_2$. Its quasiparticle gap is larger, roughly above 2 eV, and a 10 nm period is short for lithographic gates. Its conduction band also has Q valleys, roughly 0.1--0.3 eV above the K edge depending on method and strain. They lie inside the 0.4 eV window and are absent from (\ref{eq:H}). Level shifts are computed here for two corrections to the band model, remote bands and spin splitting; the stand-in used for remote bands gives the larger one. Adding a free-electron term $\hbar^2k^2/(2m_e)$ to both bands, as a rough measure of their size and not a fit to MoS$_2$, raises the s level by 20 meV, or 22\%. The term is meaningful only at small $k$. It bends the valence band upward, and with $|i|,|j|\le11$ spurious states already reach the energy range of the bound levels, although the shift of the s level stays at 20.0 meV. That is about twenty times the grid error at 2.5 \AA, so the mass should be fitted to the material before the grid is refined further. Fitting it through $v$ alone also changes the curvature $v^2/(2m^2)$, so the p splitting is then not reliable.

A valence spin splitting of roughly 0.15 eV reduces the half gap by 0.0375 eV for one spin and shifts the level by 2 meV. For trigonal warping only a rough scale is given, taken from a simple honeycomb lattice and not from the actual orbitals of MoS$_2$. The nearest-neighbour sum with bond length $d$ has linear and quadratic parts $\frac32dk$ and $\frac38d^2k^2$, with ratio $dk/4$. A lattice constant $\sqrt3d$ of roughly 3.2 \AA\ and $k=0.077$ \AA$^{-1}$, from taking half the s energy as kinetic, give 4\%.

The charging energy $e^2k/(4\pi\epsilon_0\epsilon)$ is about 0.28 eV for a rough permittivity $\epsilon=4$. Screening by the monolayer itself, with a screening length of roughly 40 \AA, and by a gate 15 to 30 \AA\ away lowers it to about 0.15--0.2 eV. It still exceeds the s--p spacing of 81 meV, so the levels apply to at most one electron per well. Without gate screening, electrons in neighbouring wells repel by about 36 meV, well above the p splitting, and this interaction is left out. At 300 K, $k_BT=26$ meV is below that spacing but well above the p splitting. The peak field along an axis is 0.94 MV/cm. The potential spans only 0.6 eV in all, less than the gap of 1.6 eV. No valence state in one region therefore lines up in energy with a conduction state in another, and the static wells alone cause no interband tunnelling.

\section{Failure modes}

If $a$ exceeds (\ref{eq:amax}), the algorithm falls back to $w_c$ and the clear window shrinks to $2w_c<S$; the reported copy edge shows this. A potential that varies on the scale of $a$ can couple $\Gamma$ to the copies and invalidates the small-$q$ expansion. If $m$ or $v$ varies in space, uniform $t$ and $w$ cannot in general restore the mass everywhere, and the scheme as given does not apply. For $m<0$, reverse the sign of $w$ and use $|m|$ and $|w|$ in the formulas for $t$, $w_c$ and $\delta$.

The physical second valley of the material is a separate calculation with $k_x\to-k_x$ and the same $m$ and $w$. It must not be identified with a grid copy: the copies sit at $\pi/a$, which depends on the numerical spacing and not on the crystal.
